# From Vineyard's frequency ratio to hyperbolic sines, and back: a program that tests the result

```python
"""Harmonic quantum transition-state rate and its classical (Vineyard) limit.

Result under test, for one saddle:
  k = (kB T/h) * prod_i 2 sinh(e_i/2kBT) / prod_j 2 sinh(s_j/2kBT) * exp(-dV/kBT)
e_i : hbar*omega of the N well modes;  s_j : hbar*omega of the N-1 real saddle modes
dV  : classical barrier, without zero-point energy
High T: k -> (1/2pi) prod omega_i / prod omega_j * exp(-dV/kBT)  (Vineyard)
Q = k / k_Vineyard is the quantum factor.
Energies in meV, lengths in nm, unless a test states reduced units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson

KB = const.k / const.e * 1e3           # meV/K
H = const.h / const.e * 1e3            # meV s


def sinc_kinetic(n, dx, hbar2_over_2m):
    """Kinetic-energy matrix on a uniform grid of sinc functions."""
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    off = 2.0 * (-1.0) ** np.abs(diff) / safe**2
    return hbar2_over_2m / dx**2 * np.where(diff == 0, np.pi**2 / 3, off)


# ---- Test: classical flux over a coupled 2D saddle against Vineyard's ratio
# Reduced units; the well is at (-1, 0) and the saddle at (0, -0.5), height 1.
MASS = np.array([1.0, 2.0])


def potential(x, y):
    return (x**2 - 1)**2 + 0.5 * (2 + x**2) * (y - 0.5 * (x**2 - 1))**2


def hessian(x, y, s=1e-3):
    v = potential
    xx = (v(x + s, y) - 2 * v(x, y) + v(x - s, y)) / s**2
    yy = (v(x, y + s) - 2 * v(x, y) + v(x, y - s)) / s**2
    xy = (v(x + s, y + s) - v(x + s, y - s)
          - v(x - s, y + s) + v(x - s, y - s)) / (4 * s**2)
    return np.array([[xx, xy], [xy, yy]])


hess_well, hess_saddle = hessian(-1.0, 0.0), hessian(0.0, -0.5)
weight = np.sqrt(np.outer(MASS, MASS))
w2_well = np.linalg.eigvalsh(hess_well / weight)
w2_saddle = np.linalg.eigvalsh(hess_saddle / weight)
assert w2_saddle[0] < 0 < w2_saddle[1]
vineyard_2d = np.sqrt(np.prod(w2_well) / w2_saddle[1]) / (2 * np.pi)

xg, yg = np.linspace(-2.2, 0, 801), np.linspace(-2, 2, 1601)
v_grid = potential(xg[:, None], yg[None, :])
flux_deviation = []
for kt in (0.02, 0.01):
    z_well = simpson(simpson(np.exp(-v_grid / kt), x=yg, axis=1), x=xg)
    z_plane = simpson(np.exp(-(potential(0.0, yg) - 1) / kt), x=yg)
    flux = np.sqrt(kt / (2 * np.pi * MASS[0])) * z_plane / z_well
    flux_deviation.append(flux / vineyard_2d - 1)
assert abs(flux_deviation[0]) < 0.01
# the remaining difference is anharmonic and must vanish linearly with T
assert 1.8 < flux_deviation[0] / flux_deviation[1] < 2.2

# ---- Test: diagonalized coupled quantum well against the sinh products
# Reduced units with hbar = 1, h = 2 pi, beta = 1.
n_grid = 36
gx, gy = np.linspace(-3, 3, n_grid), np.linspace(-5, 5, n_grid)
tx = sinc_kinetic(n_grid, gx[1] - gx[0], 0.5 / MASS[0])
ty = sinc_kinetic(n_grid, gy[1] - gy[0], 0.5 / MASS[1])
quad = (0.5 * hess_well[0, 0] * gx[:, None]**2
        + hess_well[0, 1] * gx[:, None] * gy[None, :]
        + 0.5 * hess_well[1, 1] * gy[None, :]**2)
eye = np.eye(n_grid)
levels_2d = np.linalg.eigvalsh(np.kron(tx, eye) + np.kron(eye, ty)
                               + np.diag(quad.ravel()))
levels_1d = np.linalg.eigvalsh(ty + np.diag(0.5 * hess_saddle[1, 1] * gy**2))
rate_spectrum = np.exp(-levels_1d).sum() / np.exp(-levels_2d).sum() / (2 * np.pi)
rate_sinh = (np.prod(2 * np.sinh(np.sqrt(w2_well) / 2))
             / (2 * np.sinh(np.sqrt(w2_saddle[1]) / 2)) / (2 * np.pi))
assert abs(rate_spectrum / rate_sinh - 1) < 1e-4
quantum_factor_2d = rate_spectrum / vineyard_2d

# ---- Worked example: oxygen hop in bcc tantalum, round rough parameters
BARRIER = 1100.0                       # meV
WELL = np.array([80.0, 45.0, 45.0])    # meV
SADDLE = np.array([65.0, 65.0])        # meV
LATTICE = 0.33                         # nm
HOP = LATTICE / 2                      # nm
OXYGEN_MASS = 15.999 * const.atomic_mass
ANNEAL = 3600.0                        # s
nu_vineyard = np.prod(WELL) / np.prod(SADDLE) / H      # 1/s


def ln_z_sum(energy, temp):
    """Log partition function by explicit summation over oscillator levels."""
    n = np.arange(20000)
    return np.log(np.exp(-energy * (n + 0.5) / (KB * temp)).sum())


def ln_prefactor_sum(temp, saddle=SADDLE):
    """ln of k*exp(+dV/kBT), from level sums only."""
    return (np.log(KB * temp / H) + sum(ln_z_sum(e, temp) for e in saddle)
            - sum(ln_z_sum(e, temp) for e in WELL))


def quantum_factor(temp, well=WELL, saddle=SADDLE):
    xw, xs = well / (2 * KB * temp), saddle / (2 * KB * temp)
    return np.prod(np.sinh(xw) / xw) / np.prod(np.sinh(xs) / xs)


temps = (150.0, 300.0, 400.0, 600.0, 900.0)
for t in temps:
    assert abs(np.exp(ln_prefactor_sum(t)) / nu_vineyard
               / quantum_factor(t) - 1) < 1e-9

# ---- Test: high-temperature series from level sums
sum2 = np.sum(WELL**2) - np.sum(SADDLE**2)
sum4 = np.sum(WELL**4) - np.sum(SADDLE**4)
residual = []
for t in (3000.0, 6000.0):
    ln_q = ln_prefactor_sum(t) - np.log(nu_vineyard)
    residual.append(ln_q - sum2 / (24 * (KB * t)**2))
    assert abs(residual[-1] / (-sum4 / (2880 * (KB * t)**4)) - 1) < 0.01
assert abs(residual[0] / residual[1] - 16) < 0.3

# ---- Test: formal low-temperature limit with the zero-point barrier shift
zero_point_shift = 0.5 * (SADDLE.sum() - WELL.sum())
t_low = 30.0
ln_low = np.log(KB * t_low / H) - zero_point_shift / (KB * t_low)
assert abs(ln_prefactor_sum(t_low) - ln_low) < 1e-6

# ---- Test: the quantum factor can fall below one for stiff saddle modes
STIFF = np.array([90.0, 90.0])
q_stiff = np.exp(ln_prefactor_sum(300.0, STIFF)) / (
    np.prod(WELL) / np.prod(STIFF) / H)
assert q_stiff < 1 < quantum_factor(300.0)


# ---- Test: activation energy against a finite difference of ln k
def activation_energy(temp):
    half = lambda e: np.sum(0.5 * e / np.tanh(e / (2 * KB * temp)))
    return BARRIER + KB * temp + half(SADDLE) - half(WELL)


for t in temps:
    beta, db = 1 / (KB * t), 1e-4 / (KB * t)
    ln_k = [ln_prefactor_sum(1 / (KB * b)) - b * BARRIER
            for b in (beta + db, beta - db)]
    assert abs(-(ln_k[0] - ln_k[1]) / (2 * db) - activation_energy(t)) < 1e-3

# ---- Test: D = 4 d^2 k / 6 from the hopping matrix of three sublattices
# A site of axis type a hops to type b along the third axis c, by +d or -d.
qd = 1e-2 * np.array([0.3, 0.5, 0.2])
hop_matrix = -4.0 * np.eye(3)
for a in range(3):
    for b in range(3):
        if a != b:
            hop_matrix[a, b] = 2 * np.cos(qd[3 - a - b])
slowest = np.linalg.eigvalsh(hop_matrix)[-1]
assert abs(-slowest / (qd @ qd) / (4 / 6) - 1) < 1e-3

# ---- Neglected effect: tunnelling through a cosine barrier
HB2_2M = const.hbar**2 / (2 * OXYGEN_MASS) / const.e * 1e3 * 1e18   # meV nm^2
cosine_mode = (2 * np.pi / HOP) * np.sqrt(BARRIER * HB2_2M)         # meV
t_cross = cosine_mode / (2 * np.pi * KB)
energy = np.linspace(BARRIER - 500, BARRIER + 1200, 1201)
n_slice = 3000
step = HOP / n_slice
mid = (np.arange(n_slice) + 0.5) * step
hump = 0.5 * BARRIER * (1 - np.cos(2 * np.pi * mid / HOP))
k_out = np.sqrt(energy / HB2_2M)
psi, dpsi = np.ones(energy.size, complex), 1j * k_out
for v in hump[::-1]:
    # the tiny imaginary part only avoids division by zero
    q = np.sqrt((energy - v + 1e-9j) / HB2_2M)
    c, s = np.cos(q * step), np.sin(q * step)
    psi, dpsi = psi * c - dpsi * s / q, psi * q * s + dpsi * c
transmission = 1 / np.abs(0.5 * (psi + dpsi / (1j * k_out)))**2
assert transmission.max() < 1 + 1e-4
ln_t = np.interp([BARRIER - 70, BARRIER - 50], energy, np.log(transmission))
slope = (ln_t[1] - ln_t[0]) / 20
assert abs(slope * cosine_mode / (2 * np.pi) - 1) < 0.03


def tunnelling_factor(temp):
    boltz = np.exp(-(energy - BARRIER) / (KB * temp))
    return simpson(transmission * boltz, x=energy) / (KB * temp)


# ---- Neglected effect: anharmonicity of the cosine well at 400 K
T_USE = 400.0
kt_use = KB * T_USE
n_box = 200
dx = HOP / (n_box + 1)
xb = -HOP / 2 + dx * np.arange(1, n_box + 1)
well_v = lambda x: 0.5 * BARRIER * (1 - np.cos(2 * np.pi * x / HOP))
box_levels = np.linalg.eigvalsh(sinc_kinetic(n_box, dx, HB2_2M)
                                + np.diag(well_v(xb)))
z_quantum = np.exp(-box_levels / kt_use).sum()
xf = np.linspace(-HOP / 2, HOP / 2, 2001)
z_classical = (np.sqrt(kt_use / (4 * np.pi * HB2_2M))
               * simpson(np.exp(-well_v(xf) / kt_use), x=xf))
anharm_classical = z_classical / (kt_use / cosine_mode)
q_cosine = z_classical / z_quantum
x_cos = cosine_mode / (2 * kt_use)
q_harmonic = np.sinh(x_cos) / x_cos
assert abs(q_cosine / q_harmonic - 1) < 0.01

# ---- Neglected effect: 18 neighbour modes of 15 meV, 5 % stiffer at the saddle
host = np.full(18, 15.0)
host_classical = np.prod(host / (1.05 * host))
host_quantum = quantum_factor(T_USE, host, 1.05 * host)

# ---- Printed numbers
print(f"2D test: flux/Vineyard-1 at kT=0.02, 0.01 of barrier: "
      f"{flux_deviation[0]:.5f}, {flux_deviation[1]:.5f}")
print(f"2D test: rate from spectrum, sinh formula (reduced): "
      f"{rate_spectrum:.6f}, {rate_sinh:.6f}")
print(f"2D test: quantum factor Q = {quantum_factor_2d:.4f}")
print(f"barrier = {BARRIER/1e3:.2f} eV, lattice constant = {LATTICE:.2f} nm, "
      f"hop = {HOP:.3f} nm")
print("well modes =", WELL, "meV; saddle modes =", SADDLE, "meV")
print(f"Vineyard prefactor = {nu_vineyard/1e12:.3f} THz")
print(f"sum of squares, well minus saddle = {sum2:.0f} meV^2")
print(f"sum of fourth powers, well minus saddle = {sum4:.4e} meV^4")
print(f"zero-point shift of barrier = {zero_point_shift:.1f} meV")
for t in temps:
    print(f"T={t:.0f} K: kBT={KB*t:.3f} meV, Q={quantum_factor(t):.4f}, "
          f"1+leading term={1+sum2/(24*(KB*t)**2):.4f}")
    print(f"   E_a={activation_energy(t):.2f} meV, "
          f"tunnelling factor={tunnelling_factor(t):.4f}")
for t in (400.0, 600.0):
    k_cl = nu_vineyard * np.exp(-BARRIER / (KB * t))
    k_qu = k_cl * quantum_factor(t)
    d_cl, d_qu = (4 * HOP**2 * k / 6 for k in (k_cl, k_qu))     # nm^2/s
    print(f"T={t:.0f} K: k Vineyard={k_cl:.4e} 1/s, k quantum={k_qu:.4e} 1/s")
    print(f"   D Vineyard={d_cl*1e-14:.3e}, D quantum={d_qu*1e-14:.3e} cm2/s")
    print(f"   length sqrt(2Dt) in 1 h: Vineyard={np.sqrt(2*d_cl*ANNEAL):.3f}, "
          f"quantum={np.sqrt(2*d_qu*ANNEAL):.3f} nm")
print(f"Q at 300 K with two saddle modes of {STIFF[0]:.0f} meV = {q_stiff:.4f}")
print(f"400 K, Vineyard prefactor with zero-point-shifted barrier, "
      f"over Vineyard = {np.exp(-zero_point_shift/kt_use):.3f}")
print(f"cosine-path mode = {cosine_mode:.2f} meV, "
      f"tunnelling crossover = {t_cross:.1f} K")
print(f"tunnelling slope times hbar*omega_b/(2 pi) = "
      f"{slope*cosine_mode/(2*np.pi):.4f}")
print(f"400 K, cosine well: classical Z over harmonic = {anharm_classical:.4f}")
print(f"400 K, cosine well: quantum factor = {q_cosine:.4f}, "
      f"harmonic = {q_harmonic:.4f}")
print(f"400 K, 18 host modes of 15 meV stiffer by 5 %: prefactor x "
      f"{host_classical:.3f}, Q x {host_quantum:.4f}")
print(f"400 K, barrier lower by 0.05 eV: rate x {np.exp(50/kt_use):.2f}")
print("tests ok")
```

Printed output:

```
2D test: flux/Vineyard-1 at kT=0.02, 0.01 of barrier: -0.00508, -0.00252
2D test: rate from spectrum, sinh formula (reduced): 0.856418, 0.856418
2D test: quantum factor Q = 1.5534
barrier = 1.10 eV, lattice constant = 0.33 nm, hop = 0.165 nm
well modes = [80. 45. 45.] meV; saddle modes = [65. 65.] meV
Vineyard prefactor = 9.271 THz
sum of squares, well minus saddle = 2000 meV^2
sum of fourth powers, well minus saddle = 1.3460e+07 meV^4
zero-point shift of barrier = -20.0 meV
T=150 K: kBT=12.926 meV, Q=1.5046, 1+leading term=1.4988
   E_a=1090.76 meV, tunnelling factor=1.7975
T=300 K: kBT=25.852 meV, Q=1.1231, 1+leading term=1.1247
   E_a=1094.36 meV, tunnelling factor=1.1441
T=400 K: kBT=34.469 meV, Q=1.0695, 1+leading term=1.0701
   E_a=1095.55 meV, tunnelling factor=1.0781
T=600 K: kBT=51.704 meV, Q=1.0310, 1+leading term=1.0312
   E_a=1096.90 meV, tunnelling factor=1.0340
T=900 K: kBT=77.556 meV, Q=1.0138, 1+leading term=1.0139
   E_a=1097.89 meV, tunnelling factor=1.0151
T=400 K: k Vineyard=1.2816e-01 1/s, k quantum=1.3707e-01 1/s
   D Vineyard=2.326e-17, D quantum=2.488e-17 cm2/s
   length sqrt(2Dt) in 1 h: Vineyard=4.092, quantum=4.232 nm
T=600 K: k Vineyard=5.3401e+03 1/s, k quantum=5.5058e+03 1/s
   D Vineyard=9.692e-13, D quantum=9.993e-13 cm2/s
   length sqrt(2Dt) in 1 h: Vineyard=835.371, quantum=848.230 nm
Q at 300 K with two saddle modes of 90 meV = 0.7361
400 K, Vineyard prefactor with zero-point-shifted barrier, over Vineyard = 1.786
cosine-path mode = 45.65 meV, tunnelling crossover = 84.3 K
tunnelling slope times hbar*omega_b/(2 pi) = 1.0139
400 K, cosine well: classical Z over harmonic = 1.0081
400 K, cosine well: quantum factor = 1.0721, harmonic = 1.0747
400 K, 18 host modes of 15 meV stiffer by 5 %: prefactor x 0.416, Q x 0.9856
400 K, barrier lower by 0.05 eV: rate x 4.27
tests ok
```
